# A Slope of Four Does Not Prove Four-Atom Donor Clusters

At fixed temperature, multiply the concentrations of isolated donors and of electrons by the same factor \(\lambda\). In an ideal mixture the chemical potential of each rises by \(k_BT\ln\lambda\). A cluster formed from \(m\) donors and \(k\) electrons must match a total rise of \((m+k)k_BT\ln\lambda\). If the clusters are ideal too, their concentration does so by growing as \(\lambda^{m+k}\). The exponent therefore counts all the particles consumed, electrons included.

Dimensions then fix the rest. Let \(d\) be the concentration of isolated ionized donors and \(C\) that of donors bound in clusters. If the electron concentration \(n\) equals \(d\), and \(d_0\) is the value of \(d\) at which \(C=d\), the law must be

\[
\frac{C}{d}=\left(\frac{d}{d_0}\right)^{m+k-1}.
\]

Under that condition, a log-log slope of four says \(m+k=4\). It does not say \(m=4\).

## The belief and its appeal

The belief starts from a sound experiment. A heavily doped layer is annealed until donors and clusters are in equilibrium, then cooled so fast that the clusters neither grow nor dissolve. A chemical analysis gives the total donor concentration \(N\). An electrical measurement gives the active part, and the difference is the clustered part. If \(\ln C\) against \(\ln d\) is a line of slope four, the reaction \(4D\rightleftharpoons D_4\) seems to follow, because its mass-action law is \(C\propto d^4\).

The argument tempts because the measured quantities are both donor concentrations, and electrons appear on neither axis. Yet they are reactants whenever a cluster binds them, and their number rises with the doping. The argument is valid if the cluster binds no electrons during the anneal, or if the electron concentration is held fixed while \(d\) changes. Neither condition is established by the slope.

I take clusters to be electrically inert in the cooled sample, so that the active concentration measured there is \(d\). A cluster that was charged during the anneal must then have captured its missing electrons on cooling.

## Mass action from the free energy

The reaction during the anneal is

\[
mD^+ + k e^- \rightleftharpoons D_m^{(m-k)+}.
\]

Let \(c\) be the concentration of clusters, so \(C=mc\), and let \(A\) be that of ionized acceptors, if any. Donor conservation gives \(d=N-mc\). With holes neglected, charge neutrality gives

\[
n=d+(m-k)c-A=N-kc-A .
\]

For one cluster species and ideal ions, the free energy per volume, divided by \(k_BT\), is

\[
f=d(\ln d-1)+c(\ln c-1-\ln K)+f_e(n).
\]

Concentrations inside logarithms are measured in a fixed unit. Binding and reference energies contribute terms linear in \(d\), \(c\) and \(n\). By the two conservation laws these reduce to a constant plus a term linear in \(c\), which is absorbed in \(\ln K\).

Write \(f_e'(n)=\ln a\), which defines the electron activity \(a\). Since \(\partial d/\partial c=-m\) and \(\partial n/\partial c=-k\), the minimum obeys

\[
0=\frac{df}{dc}=-m\ln d+\ln c-\ln K-k\ln a,
\]

and hence

\[
c=K d^m a^k .
\]

The second derivative is \(m^2/d+1/c+k^2\,d\ln a/dn\). It is positive because the activity rises with \(n\), so the stationary point is the minimum. As \(C=mc\) differs from \(c\) by a constant factor, the slope is

\[
S=\frac{d\ln C}{d\ln d}=m+k\,\frac{d\ln a}{d\ln d}.
\]

For nondegenerate electrons \(f_e=n(\ln n-1)\), so \(a=n\). A neutral cluster has \(k=m\), and without acceptors \(n=d\). Its slope is \(S=2m\): four for a dimer, six for a trimer and eight for a tetramer. Direct numerical minimization of \(f\) at \(N=4\times10^{20}\ \mathrm{cm^{-3}}\) gives 6.000 and 8.000 for the last two. If clusters are known to be neutral during the anneal and of one size, a slope of four in this ideal regime points to dimers and excludes tetramers.

A tetramer whose slope stays at four along the whole curve must have \(k=0\). It binds no electrons and carries charge \(+4\) during the anneal.

## Two models, one curve

The dimer and the bare tetramer give

\[
C_2=2K_2d^4,\qquad C_4=4K_4d^4 .
\]

They coincide at every \(d\) if \(K_2=2K_4\). The constants are unknown before the fit, so each model can reproduce the other's whole curve. More points, or a wider range of the same measurement, cannot separate them within the ideal model as long as holes are negligible.

For an example, take the regime of heavily arsenic-doped silicon at 1000 °C. From here on, concentrations without a unit are in \(10^{20}\ \mathrm{cm^{-3}}\). I choose \(d_0=2\). Setting \(C=d\) at \(d=d_0\) gives

\[
K_2=\frac{1}{2d_0^3}=\frac1{16}=0.0625,\qquad
K_4=\frac{1}{4d_0^3}=\frac1{32}=0.03125 .
\]

Both models now obey \(N=d+d^4/8\). At \(N=4\) the solution is \(d=2\), since \(2+16/8=4\). At \(N=1\) the active and clustered parts are 0.913 and 0.087; at \(N=8\) they are 2.568 and 5.432. The slope between these last two states is

\[
\frac{\ln(5.432/0.0869)}{\ln(2.568/0.9131)}
=\frac{4.135}{1.034}=4.00 .
\]

Separate minimizations of the two free energies give the same concentrations at all four totals listed in the numerical output.

What does differ is the electron concentration during the anneal. For neutral dimers \(n=d\), so \(n=2\) at \(N=4\). For bare tetramers \(n=N=4\), because no electron is bound. A carrier measurement at the anneal temperature could see this factor of two; one made after the clusters have become inert cannot.

## The third candidate

If clusters are not negatively charged, \(0\le k\le m\), and \(m+k=4\) leaves one more case: a trimer that binds one electron and has charge \(+2\). Its electrons are not equal in number to the isolated donors, because \(n=d+2c\). With nondegenerate electrons,

\[
c=Kd^3(d+2c).
\]

Moving the term in \(c\) to the left gives \(c(1-2Kd^3)=Kd^4\), or

\[
c=\frac{Kd^4}{1-2Kd^3}.
\]

Put \(x=Kd^3\), so that \(dx/d\ln d=3x\). Differentiating \(\ln c=\ln K+4\ln d-\ln(1-2x)\) gives

\[
S=4+\frac{6x}{1-2x}.
\]

The slope is four only in the dilute limit. With the same dilute prefactor as before, \(3K=1/d_0^3\), so \(K=1/24\). The slope is then 4.03 at \(d=0.49\), but 4.87 at \(d=1.39\) and 6.53 at \(d=1.76\). Since \(c\) must be positive, \(d\) cannot exceed \((2K)^{-1/3}=12^{1/3}=2.29\) in this model. Within the ideal model, sufficiently accurate data over a wide range could thus reject this trimer, while they could not choose between the other two.

A charged cluster can also imitate a slope of four without having \(m+k=4\). For a dimer that binds one electron, \(n=d+c\) and \(c=Kd^2(d+c)\). The same algebra gives \(S=3+C/d\), which is three when clusters are dilute but passes through four at \(C=d\). Over a short range, a slope near four therefore does not even fix \(m+k\).

The trimer's approach to its ceiling of 2.29 belongs to nondegenerate electrons. In general \(c=Kd^3a\), or

\[
d^3=\frac1K\,\frac{c}{n}\,\frac{n}{a}.
\]

The ratio \(c/n\) cannot exceed one half, while \(n/a\) falls as the electrons become degenerate. With Fermi-Dirac electrons and the same \(K\), the active concentration is 1.58 at \(N=4\), peaks at about 1.61 near \(N=6\) and falls to 1.34 at \(N=16\), instead of rising towards 2.29. The value \(d=2\), used below for the ideal trimer, is then never reached.

## An experiment that separates them

The remedy is to vary \(n\) and \(d\) independently. At fixed \(n\), the law \(c=Kd^mn^k\) has slope \(m\) in \(d\). At fixed \(d\), it has slope \(k\) in \(n\). Acceptors provide the second control.

Add acceptors, and adjust the total donor concentration so that \(d\) stays the same. For the neutral dimer \(n=d-A\), hence

\[
\frac{C(A)}{C(0)}=\left(1-\frac Ad\right)^2 .
\]

For the charged trimer, \(n=d+2c-A\). The algebra used above gives \(c=Kd^3(d-A)/(1-2Kd^3)\), and the ratio is \(1-A/d\). For the bare tetramer \(c=Kd^4\), whatever \(n\) is, and the ratio is one. The three results are

\[
\frac{C(A)}{C(0)}=\left(1-\frac Ad\right)^k,
\qquad k=2,\,1,\,0 .
\]

With \(d=2\) and boron at \(A=1\), the clustered concentration falls to 0.25 of its former value for dimers and 0.50 for trimers, and stays at 1.00 for tetramers. In the dimer case it falls from 2.0 to 0.5, so the total must be lowered from 4.0 to 2.5 to keep \(d=2\). The result gives \(k\), and the dilute slope without acceptors then gives \(m=4-k\).

After cooling, the compensated layer has net carrier concentration \(d-A\), not \(d\), so \(A\) must be added back. Moreover, \(d\) and \(A\) here mean isolated ions. A neutral donor-acceptor pair removes one charge of each sign and leaves \(n=d-A\) valid for the dimer case, but its donor must not be counted as clustered.

## Where the slope itself moves

**Thermal carriers.** At low doping, holes cannot be neglected. For neutral dimers without acceptors, \(n-p=d\) and \(np=n_i^2\), where \(n_i\) is the intrinsic concentration. Eliminating \(p\) gives \(n^2-dn-n_i^2=0\), whose positive root is

\[
n=\frac{d+R}{2},\qquad R=\sqrt{d^2+4n_i^2}.
\]

Since \(dR/dd=d/R\), we have \(dn/dd=(1+d/R)/2=n/R\). Thus \(d\ln n/d\ln d=d/R\), and

\[
S=2+\frac{2d}{\sqrt{d^2+4n_i^2}} .
\]

For \(d\gg n_i\) this is four. For \(d\ll n_i\) it is two, which is the true cluster size, because thermal generation then holds \(n\) fixed. The belief is right in that limit. With \(n_i=0.083\), the slope is 3.54 at \(d=0.2\) and 3.99 at \(d=2\). The lower end is of little practical help here: at \(d=0.2\) the ideal extrinsic law gives \(C/d=(0.2/2)^3=0.001\), and thermal electrons do not change that order of magnitude.

**Degenerate electrons.** At high doping the activity is no longer \(n\). For a parabolic band with effective density of states \(N_c\),

\[
n=N_cF_{1/2}(\eta),\qquad a=N_ce^\eta ,
\]

where \(\eta\) is the Fermi level above the band edge, divided by \(k_BT\). The Fermi integrals are normalized so that \(F_j\to e^\eta\) for \(\eta\to-\infty\), and \(dF_{1/2}/d\eta=F_{-1/2}\). Therefore

\[
g=\frac{d\ln a}{d\ln n}
=\frac{n}{dn/d\eta}
=\frac{F_{1/2}(\eta)}{F_{-1/2}(\eta)},
\qquad S=2+2g
\]

for the neutral dimer. The first correction follows from \(F_j\approx e^\eta-e^{2\eta}/2^{j+1}\):

\[
g\approx1+e^\eta\left(\frac1{\sqrt2}-\frac1{2\sqrt2}\right)
\approx1+\frac{n}{2\sqrt2\,N_c}.
\]

With \(N_c=2.53\) and \(n=1\), this gives \(S\approx4.28\), in agreement with the full integrals. These give 4.55 at \(d=2\) and 4.81 at \(d=3\). With ideal ions, the bare tetramer keeps slope four, because its law contains no electron activity. The coincidence of the two curves is thus a nondegenerate result. Degeneracy also strengthens the boron effect: at fixed \(d=2\), the dimer ratio becomes 0.19 instead of 0.25. These digits belong to a parabolic band. With a nonparabolicity of \(0.5\ \mathrm{eV^{-1}}\), typical of silicon, the slopes at \(d=2\) and \(d=3\) become 4.40 and 4.58 and the ratio about 0.2.

**Coulomb correlations.** It might seem that a precise slope could now decide between 4.0 and 4.5. That would require ideal ions. Let \(\ell\) be the distance at which two elementary charges have Coulomb energy \(k_BT\), and \(1/\kappa\) the screening length. Linear response of mobile ions and electrons gives

\[
\kappa^2=4\pi\ell\left(d+\frac ng\right),
\]

since \(dn/d\eta=n/g\). Outside a closest distance \(b\), the screened potential, in units of \(k_BT/e\), is \(Be^{-\kappa r}/r\). Gauss's law at \(r=b\) requires \(Be^{-\kappa b}(1+\kappa b)=\ell\). Subtracting the ion's own potential \(\ell/b\) leaves the part due to the cloud:

\[
\frac{\ell}{b(1+\kappa b)}-\frac{\ell}{b}
=-\frac{\ell\kappa}{1+\kappa b}.
\]

The cloud grows in proportion to the charge as the ion is charged, so the work contains a factor one half. The activity coefficient \(\gamma\) obeys

\[
\ln\gamma=-\frac{\ell\kappa}{2(1+\kappa b)} .
\]

As a crude estimate, give the electrons the same \(\gamma\) as the donors, and the neutral dimer \(\gamma=1\). Four charged reactants then shift the slope by \(4\,d\ln\gamma/d\ln d\). At \(d=2\) the shift is \(-2.3\) for point ions \((b=0)\) and \(-0.5\) for \(b=0.5\) nm. For dilute bare tetramers with the same \(b\), the cluster's \(\ln\gamma\) is \(4^2=16\) times that of a donor. The factor 4 in the shift then becomes \(4-16=-12\), so the tetramer slope moves upward, by three times as much, or \(+1.5\). This holds only while the clusters add little to the screening, where each counts 16 times. At \(C/d=0.1\) the same estimate already gives about \(+3.9\).

These are warnings of size, not corrections to be added. The theory assumes weak coupling, \(\ell\kappa\ll1\), whereas here \(\ell=1.12\) nm exceeds the screening length of 0.45 nm. The size also depends on how the electrons are treated. They enter \(\kappa^2\) through \(n/g\), so if both activity coefficients are derived from one screening free energy, the electrons' \(\ln\gamma\) is that of the donors times \(d(n/g)/dn\), which is 0.62 at \(n=2\) and falls as \(n\) grows. The dimer shifts at \(d=2\) are then \(-1.2\), \(-0.35\) and \(-0.1\) for \(b=0\), 0.25 and 0.5 nm. In all these estimates the shift opposes the upward shift of 0.55 from degeneracy, but it ranges from a fifth of that shift to several times it. With this uncertainty, a measured slope near four does not exclude dimers, even in the degenerate range.

**Vacancies.** A cluster may also contain a neutral vacancy. If vacancies are held at a fixed concentration \(v\), for example by exchange with a surface, the law acquires a factor \(v\), which is absorbed in \(K\). The slope is unchanged and reveals nothing about that vacancy.

## The model beside a real layer

The example uses a density-of-states mass of 1.1 electron masses for each band, with all valleys included, a gap of 0.75 eV and a relative permittivity of 11.7. These are rough values for silicon at the anneal temperature. An active concentration of a few \(10^{20}\ \mathrm{cm^{-3}}\) is the right order for heavily arsenic-doped silicon, but \(d_0=2\times10^{20}\ \mathrm{cm^{-3}}\) was chosen, not derived from a binding energy. The assumption most clearly broken is ideality: \(n/N_c=2/2.53=0.79\) is not small, and each of the two corrections above can move the dimer slope by several tenths of a unit or more. Clustering during a slow cool and precipitation of a second phase can also alter the inactive fraction. Their size depends on kinetic and phase data that this model does not contain.

The boron experiment has its own difficulties. The ratios above are ideal. Boron also changes the screening, to which a cluster of charge \(+4\) responds strongly, so the tetramer ratio need not stay at one.

Boron can also pair with arsenic. An arsenic ion has four nearest neighbours, at about \(r=0.235\) nm. In the diamond lattice the site density is \(N_s=3\sqrt3/(8r^3)\), or 500 in the present unit. For \(A=1\), the number of boron neighbours per isolated arsenic ion is estimated as

\[
\frac{4A}{N_s}e^{\ell/r}
=0.008\,e^{1.122/0.235}\approx0.95 .
\]

Multiplying the exponent by \(e^{-\kappa r}\), with \(\kappa\) evaluated for the compensated layer, reduces this to 0.13. Bulk permittivity at one bond length is doubtful, so the two values mark the scale of the uncertainty and are not bounds. Pairing may be a modest correction, or may involve as many donors as remain isolated. The test therefore needs a measurement of the pairs. Using fewer acceptors does not remove the problem: for small \(A\), the number of pairs and the change in \(C\) that is sought both fall in proportion to \(A\).

A slope of four thus gives \(m+k=4\) in a nondegenerate, extrinsic and ideal system without acceptors, if there is one cluster species and the clusters are neutral, bind no electrons or are dilute. A mixture can imitate it: trimers and pentamers that bind no electrons, holding equal numbers of donors at mid-range, fit a slope of 4.0 to within 7% over \(d=0.91\) to 2.57. Outside these conditions it need not do so. To turn it into a number of atoms, one needs further evidence, such as the cluster's charge during the anneal or a measurement in which the electrons vary separately from the donors.

## Numbers as computed

```
Concentrations in 1e20 cm^-3 unless stated
temperature: 1273.15 K, kT: 0.1097 eV
band mass: 1.1 m_e, gap: 0.75 eV
relative permittivity: 11.7
band density of states Nc: 2.531
intrinsic density n_i: 0.0830
active = clustered at d: 2.0
dimer K: 0.06250 (1e20 cm^-3)^-3
bare tetramer K: 0.03125 (1e20 cm^-3)^-3
total | active, clustered: dimer | same: bare tetramer
1.0 | 0.9131, 0.0869 | 0.9131, 0.0869
2.0 | 1.4490, 0.5510 | 1.4490, 0.5510
4.0 | 2.0000, 2.0000 | 2.0000, 2.0000
8.0 | 2.5676, 5.4324 | 2.5676, 5.4324
fitted slope, dimer: 4.0000
fitted slope, bare tetramer: 4.0000
slope, neutral trimer: 6.000
slope, neutral tetramer: 8.000
hot electrons at total 4, dimer: 2.000
hot electrons at total 4, bare tetramer: 4.000
charged trimer: active 0.493, slope 4.030
charged trimer: active 1.393, slope 4.872
charged trimer: active 1.764, slope 6.533
charged trimer, ideal active ceiling: 2.289
charged trimer, total 4: active 1.765 ideal, 1.577 Fermi-Dirac
charged trimer, total 16: active 2.136 ideal, 1.344 Fermi-Dirac
boron added at fixed active 2.0: 1.0
cluster ratio with/without boron, dimer: 0.2500
same, charged trimer: 0.5000
same, bare tetramer: 1.0000
same, dimer with Fermi-Dirac electrons: 0.1899
dimer slope at active 0.2: 3.539 with holes, 4.056 Fermi-Dirac
dimer slope at active 1.0: 3.973 with holes, 4.276 Fermi-Dirac
dimer slope at active 2.0: 3.993 with holes, 4.547 Fermi-Dirac
dimer slope at active 3.0: 3.997 with holes, 4.812 Fermi-Dirac
length where Coulomb energy = kT: 1.122 nm
screening length at active 2: 0.446 nm
Debye-Hueckel slope shift, point ions: -2.28
same, closest approach 0.5 nm: -0.51
As-B neighbour distance: 0.235 nm
As-B pairs per isolated As, bare: 0.95
As-B pairs per isolated As, screened: 0.13
```
